# Thermionic Emission over a Schottky Barrier and the Effective-Mass Richardson Constant, part 1

(Sections cited here and not found follow in the second part.)

## From the velocity distribution to the emitted current

Q: You have a metal on an n-type semiconductor, with a barrier of 1.00 eV between them. At 300 K the thermal energy $kT$ is 0.0259 eV, nearly forty times smaller. Why should any electron cross?

A: Because thermal energies are spread out. The value $kT$ sets the scale of the spread, but the distribution has a tail, and a few electrons move towards the metal fast enough to climb the barrier. To find the current we count them, each weighted by its velocity towards the metal.

Q: Then say what you are counting, and where.

A: Let $x$ point along the contact normal, from semiconductor to metal. Far from the contact, in the neutral bulk, the conduction-band edge is $E_c$ and the electron Fermi level is $E_F$. I write $\zeta=E_c-E_F$ for their separation. Near the band edge I assume a parabolic, isotropic band, so an electron with velocity $\mathbf v$ has energy

$$E=E_c+\tfrac12 m^*v^2,\qquad \mathbf p=m^*\mathbf v .$$

Here $m^*$ is the effective mass and $\mathbf p$ the crystal momentum measured from the band minimum. I use SI-based units, with currents per square centimetre, since those are natural for a contact.

Q: An energy is not yet a number of electrons.

A: There are two spin states for each phase-space volume $h^3$. Per unit real volume, the momentum element $d^3p$ therefore holds $2\,d^3p/h^3$ states. Since $d^3p=(m^*)^3d^3v$, the velocity element holds $2(m^*/h)^3d^3v$ states.

Each state is filled with the Fermi–Dirac probability $1/[1+e^{(E-E_F)/kT}]$. When $E-E_F\gg kT$, the 1 in the denominator is negligible and the probability becomes $e^{-(E-E_F)/kT}$. The density of electrons in velocity space is then

$$g(\mathbf v)=2\left(\frac{m^*}{h}\right)^3 e^{-\zeta/kT}\,e^{-m^*v^2/2kT}.\tag{1}$$

This is a Maxwellian, with $m^*$ in place of the free mass.

Q: Does it give the right number of electrons in the bulk?

A: Integrate it. We need one Gaussian integral, $I=\int_{-\infty}^{\infty}e^{-s^2/2}ds$. Its square is an integral over a plane, which polar coordinates make elementary:

$$I^2=\int_0^\infty 2\pi r\,e^{-r^2/2}dr=2\pi .$$

So $I=\sqrt{2\pi}$. Putting $v_i=s\sqrt{kT/m^*}$ gives $\sqrt{2\pi kT/m^*}$ for each velocity component. The electron density is

$$n=2\left(\frac{m^*}{h}\right)^3\left(\frac{2\pi kT}{m^*}\right)^{3/2}e^{-\zeta/kT}=N_c\,e^{-\zeta/kT},$$

$$N_c=2\left(\frac{2\pi m^*kT}{h^2}\right)^{3/2}.\tag{2}$$

The mass enters as $(m^*)^3$ from the momentum volume and as $(m^*)^{-3/2}$ from the width of the velocity distribution. What remains is $(m^*)^{3/2}$.

For numbers, take a model contact with round parameters: $m^*=0.20\,m_0$, where $m_0$ is the free-electron mass, $T=300$ K and $n=10^{16}$ cm$^{-3}$. Then $N_c=2.24\times10^{18}$ cm$^{-3}$, and

$$\zeta=kT\ln\frac{N_c}{n}=0.02585\ \text{eV}\times\ln(224)=0.140\ \text{eV}.$$

This is about $5.4\,kT$, so the Maxwellian is a fair description even at the bulk band edge.

Q: Now the barrier. You said it is 1.00 eV, but your electrons already start above the Fermi level. What must they climb?

A: We have to separate two heights. The contact barrier $\phi_B$ is an energy measured from the metal's Fermi level to the highest point of the semiconductor band edge. An electron in the bulk sees a smaller step, $\Delta$, from its own band edge to that same point.

Apply a forward voltage $V$, making the metal positive relative to the n-type semiconductor. With $q>0$ the elementary charge, this raises the bulk Fermi level by $qV$ above the metal's Fermi level. The bulk band edge is then $qV+\zeta$ above the metal's Fermi level, and

$$\Delta=\phi_B-\zeta-qV.\tag{3}$$

At $V=0$ our contact has $\Delta=1.00-0.140=0.860$ eV. At $V=0.5$ V it has $\Delta=0.360$ eV. I call the current positive when it flows in the forward direction. Electrons then move towards the metal, and the conventional current runs the opposite way.

Q: So you count all electrons with kinetic energy above $\Delta$?

A: No, that would count too many. The barrier pushes back along $x$ alone. Let $U(x)$ be the height of the band edge above its bulk value, rising from 0 to $\Delta$. The equation of motion is $m^*\,dv_x/dt=-dU/dx$, while $v_y$ and $v_z$ stay constant. Multiply by $v_x=dx/dt$:

$$m^*v_x\frac{dv_x}{dt}+\frac{dU}{dx}\frac{dx}{dt}=\frac{d}{dt}\left[\tfrac12m^*v_x^2+U(x)\right]=0 .$$

An electron reaches the top if it starts with $v_x>0$ and

$$\tfrac12m^*v_x^2\ge\Delta,\qquad\text{that is}\qquad v_x\ge v_0=\sqrt{2\Delta/m^*}.\tag{4}$$

Motion parallel to the contact cannot be spent on climbing. At $V=0$ the threshold speed in this model is $v_0=1.23\times10^6$ m/s. A real band is usually no longer parabolic 0.86 eV above its edge, so this speed should not be taken literally. The current can also be counted at the barrier top, where the parabolic form is needed only within a few $kT$ of the local band edge.

Q: Why should the count be weighted by velocity? Could I not take the density of sufficiently fast electrons and multiply by some typical speed?

A: You would have to find the right typical speed, and the weighting does that for you. Consider a plane of area $S$ perpendicular to $x$. In a time $dt$, electrons with normal velocity $v_x$ cross it if they start within a distance $v_x\,dt$. Their number is $g(\mathbf v)\,d^3v\,S\,v_x\,dt$. Dividing by $S\,dt$ and multiplying by $q$ gives their contribution to the current density, $q\,v_x\,g(\mathbf v)\,d^3v$.

The current density from semiconductor to metal is therefore

$$J_{sm}=q\int_{v_0}^{\infty}dv_x\int_{-\infty}^{\infty}dv_y\int_{-\infty}^{\infty}dv_z\;v_x\,g(\mathbf v).\tag{5}$$

The lower limit enforces both the direction of motion and the threshold. No extra factor of one half is needed for the electrons moving away from the metal, because the integral already leaves them out.

Q: Do the integral without skipping anything.

A: The exponential in (1) is a product of three factors, one for each component. The $v_y$ and $v_z$ integrals are full Gaussians, and together they give

$$\left(\sqrt{\frac{2\pi kT}{m^*}}\right)^2=\frac{2\pi kT}{m^*}.$$

For the normal integral, put $w=m^*v_x^2/2kT$. Then $dw=(m^*/kT)v_x\,dv_x$, and the lower limit is $w=\Delta/kT$:

$$\int_{v_0}^{\infty}v_x e^{-m^*v_x^2/2kT}dv_x=\frac{kT}{m^*}\int_{\Delta/kT}^{\infty}e^{-w}dw=\frac{kT}{m^*}e^{-\Delta/kT}.$$

The velocity weight is what makes this integral elementary. Inserting both results in (5),

$$J_{sm}=q\cdot2\frac{(m^*)^3}{h^3}e^{-\zeta/kT}\cdot\frac{2\pi kT}{m^*}\cdot\frac{kT}{m^*}e^{-\Delta/kT}
=\frac{4\pi q m^*k^2}{h^3}T^2e^{-(\zeta+\Delta)/kT}.$$

Equation (3) gives $\zeta+\Delta=\phi_B-qV$. Hence

$$J_{sm}=A^*T^2e^{-(\phi_B-qV)/kT},\qquad A^*=\frac{4\pi q m^*k^2}{h^3}.\tag{6}$$

The coefficient $A^*$ is the effective Richardson constant.

Q: Check its units. I see a mass, a Boltzmann constant squared and a Planck constant cubed, and none of that looks like a current density.

A: Look at $A^*T^2$. Apart from the charge, its unit is that of $m^*(kT)^2/h^3$:

$$\frac{\mathrm{kg\,J^2}}{\mathrm{J^3\,s^3}}=\frac{\mathrm{kg}}{\mathrm{J\,s^3}}=\frac{1}{\mathrm{m^2\,s}},$$

because $1\ \mathrm J=1\ \mathrm{kg\,m^2\,s^{-2}}$. Multiplying by charge gives amperes per square metre.

For $m^*=m_0$ the constant is 120.17 A cm$^{-2}$ K$^{-2}$. Our model mass gives

$$A^*=0.20\times120.17=24.0\ \text{A cm}^{-2}\,\text{K}^{-2},$$

or $2.40\times10^5$ A m$^{-2}$ K$^{-2}$.

Q: A larger mass makes an electron slower at a given energy. Yet you say that it increases the current. That looks backwards.

A: It depends on what is held fixed. Use (2) to replace $e^{-\zeta/kT}$ in the integral by $n/N_c$. Equivalently, divide $g$ by its own normalization:

$$J_{sm}=qn\frac{(2\pi kT/m^*)(kT/m^*)}{(2\pi kT/m^*)^{3/2}}e^{-\Delta/kT}
=qn\sqrt{\frac{kT}{2\pi m^*}}\;e^{-\Delta/kT}.\tag{7}$$

At fixed $n$ and fixed $\Delta$, a heavier mass does reduce the current, as $(m^*)^{-1/2}$. At fixed $\phi_B$ and $V$, however, the Fermi level fixes the occupation of each state at the barrier top. A heavier mass provides more states there, in proportion to $(m^*)^{3/2}$. The product of the two powers is $m^*$.

The square root in (7) is an emission speed, which I call $v_e$. It is $6.02\times10^4$ m/s here. Its ratio to the threshold speed is $v_0/v_e=\sqrt{4\pi\Delta/kT}$. For $\Delta=0.860$ eV this is 20.4, in agreement with the two speeds quoted.

Q: Equation (7) contains the electron density and (6) does not. If I raise the doping tenfold, surely ten times as many electrons attack the barrier.

A: They do, but they face a higher step. Raising $n$ by a factor of ten reduces $\zeta$ by $kT\ln10$. With $\phi_B$ and $V$ fixed, (3) raises $\Delta$ by the same amount, and $e^{-\Delta/kT}$ falls by ten. The gain and the loss cancel. The numerical output shows this cancellation: the velocity integral at $V=0$ gives $3.43\times10^{-11}$ A cm$^{-2}$ at both densities.

This holds within the present model. Poisson's equation says that a higher donor density curves the band edge more strongly, so that the same step is completed over a shorter distance. A sufficiently thin barrier lets electrons tunnel through it, and (6) contains no tunnelling. In a real contact the current can therefore rise with doping even at fixed $\phi_B$. Nor does $\phi_B$ stay fixed: the image-force lowering discussed later grows with the field, from about 28 meV at $10^{16}$ to about 51 meV at $10^{17}$ cm$^{-3}$ for a relative permittivity of 10.

Q: You selected the fastest electrons in the bulk. When they arrive at the top, are they not a hot and peculiar population?

A: They have lost the energy that made them special. Let $u_x$ be the normal velocity left at the top. Energy conservation gives $v_x^2=u_x^2+v_0^2$, and therefore $v_x\,dv_x=u_x\,du_x$. The normal part of the current integral becomes

$$\int_{v_0}^{\infty}v_xe^{-m^*v_x^2/2kT}dv_x=e^{-\Delta/kT}\int_0^{\infty}u_xe^{-m^*u_x^2/2kT}du_x .$$

The electrons passing the top towards the metal have a Maxwellian distribution at the same temperature $T$, reduced by $e^{-\Delta/kT}$. An exponential cut off from below and shifted back to zero is the same exponential.

Q: That used free flight from the bulk to the top. A real electron may be scattered many times on the way.

A: Then the count should be made at the top from the start. What (6) needs is that electrons heading for the metal there have a Maxwellian distribution tied to the bulk Fermi level. Collisions can maintain such a distribution, provided the depletion layer delivers electrons easily enough.

We can estimate what "easily enough" means when transport up to the top is by drift and diffusion. Let $\mu$ be the mobility, and let the band edge near the top have slope $dU/dx=q\mathcal E$, with $\mathcal E$ the size of the field. A current $J$ requires a Fermi-level gradient of size $J/(\mu n(x))$. Below the top the density rises as $n(x)=n_t e^{(\Delta-U)/kT}$, where $n_t$ is the density at the top. The total drop of the Fermi level is then roughly

$$\delta=\frac{J}{\mu n_t}\int e^{-(\Delta-U)/kT}dx\simeq\frac{J}{\mu n_t}\,\frac{kT}{q\mathcal E}.$$

With $J\simeq qn_tv_e$ this becomes $\delta/kT\simeq v_e/(\mu\mathcal E)$. The condition is $\mu\mathcal E\gg v_e$, up to factors of order one. If it fails, transport through the depletion layer limits the current, and (6) overestimates it. The model contact meets the condition only moderately. With an assumed relative permittivity of 10 and $\mu=1000$ cm$^2$/Vs, the field at the top is about 56 kV/cm at $V=0$ and 36 kV/cm at 0.5 V, so $\mu\mathcal E/v_e$ is about 9 and 6, and the current falls some 10 to 15% below (6).

Q: And if I keep raising $V$? Your exponential grows without limit.

A: Equation (3) then brings $\Delta$ down to zero, which happens at 0.86 V in our example. At that point (7) gives $J_{sm}=qnv_e$, the one-way flux of the bulk Maxwellian. For a larger voltage there is no barrier left on the semiconductor side, and the lower limit in (5) can no longer be lowered in the way that (6) implies. Even before that, as $\Delta$ approaches $kT$, the current takes a large share of the one-way bulk flux, namely $e^{-\Delta/kT}$ by (7), and the near-equilibrium assumption becomes doubtful. Equation (6) belongs to the regime in which a clear barrier remains. In a real device the exponential usually ends sooner, because (3) puts all of $V$ across the barrier and ignores the resistance of the neutral semiconductor. With $\mu=1000$ cm$^2$/Vs, that series drop reaches $kT/q$ at a barrier voltage of about 0.74 V for a 5 µm layer and 0.63 V for a 300 µm layer, where $\Delta$ is still 5 to 9 $kT$.

## The return flow, tilted valleys and the Richardson plot

Q: Before I object further, restate what you are carrying over.

A: The $x$ axis points along the contact normal towards the metal. The barrier top lies $\phi_B$ above the metal's Fermi level, and $V$ is the forward voltage. In the bulk, the band edge lies $\zeta$ above the Fermi level, and the step seen from there is $\Delta=\phi_B-\zeta-qV$. For an isotropic mass $m^*$, the current density carried by electrons going from semiconductor to metal is

$$J_{sm}=A^*T^2e^{-(\phi_B-qV)/kT},\qquad A^*=\frac{4\pi qm^*k^2}{h^3}.$$

The model contact has $m^*=0.20\,m_0$, $T=300$ K, $\phi_B=1.00$ eV and $A^*=24.0$ A cm$^{-2}$ K$^{-2}$.

The count of electrons crossing from semiconductor to metal has given the one-way current density $J_{sm}$ and its constant $A^*$ for an isotropic mass. Still to come are the return flow from the metal and the net current, the mass to use for ellipsoidal valleys, and what a Richardson plot really measures.

Numerical values quoted here were computed with a short program.
